# Why only singlet T2 absorbs in the t1-to-e excitation of TiCl4

The excitation of titanium tetrachloride from its filled $t_1$ shell to its empty $e$ shell produces several states with different energies. In the calculation below the lowest singlet among them has no electric-dipole strength, and the singlet that does absorb lies higher. An optical monitor of TiCl4 vapour that uses this excitation relies on the absorbing singlet. The text resolves the excitation into its states and finds which of them symmetry allows to absorb.

## Assumptions and statement

The nuclei are fixed in a regular tetrahedron, with Ti at the origin and Cl along $(1,1,1)$, $(-1,-1,1)$, $(-1,1,-1)$ and $(1,-1,-1)$. The Hamiltonian contains no spin-orbit coupling. The ground state $|0\rangle$ is a closed-shell singlet that every operation of the group $T_d$ leaves unchanged. Hartree atomic units are used in the derivation, eV and nm in the example.

**Theorem.** The configuration $t_1^5e^1$ contains 24 states, which form the terms $^1T_1$, $^1T_2$, $^3T_1$ and $^3T_2$. Of these, only $^1T_2$ can have a non-zero electric-dipole matrix element with the ground state.

"Allowed" means that symmetry does not force the matrix element to vanish. Its size must be calculated.

## Lemma 1: the operations and the two shells

An operation $R$ of $T_d$ sends the unit vector of axis $k$ to $s_k$ times that of axis $\pi(k)$. Here $\pi$ is a permutation of $x,y,z$ and $s_k=\pm1$, with $s_xs_ys_z=1$, because the four Cl directions all have $xyz>0$. There are $6\times4=24$ such operations, and
$$\det R=\mathrm{sgn}(\pi)\,s_xs_ys_z=\mathrm{sgn}(\pi).$$

A vector transforms with $R$; this is $T_2$. A rotation about an axis transforms with $\det(R)R$; this is $T_1$. The functions
$$\theta=2z^2-x^2-y^2,\qquad \varepsilon=\sqrt3\,(x^2-y^2)$$
carry $E$. Squares do not notice the signs $s_k$, so the character of $E$ depends on $\pi$ alone: 2 for the identity, $-1$ for a cycle of three axes, 0 for an exchange of two. The characters are

| | $1$ | $8C_3$ | $3C_2$ | $6S_4$ | $6\sigma_d$ |
|---|---|---|---|---|---|
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $T_1$ | 3 | 0 | −1 | 1 | −1 |
| $T_2$ | 3 | 0 | −1 | −1 | 1 |

For the twelve Cl $3p$ functions, an atom contributes to the character only if it stays in place, and it then contributes $\mathrm{tr}\,R$. The numbers of unmoved Cl atoms are 4, 1, 0, 0, 2, so the characters are $(12,0,0,0,2)$. The number of $T_1$ sets is
$$\frac{1}{24}\left[12\cdot3+6\cdot2\cdot(-1)\right]=1.$$
The same projection gives $A_1+E+T_1+2T_2$ in all.

On Ti, $s$ is $A_1$ and $p$ is $T_2$. The $d$ functions are $E$ plus the set $yz,zx,xy$, which is $T_2$ because $xyz$ is invariant. No Ti $s$, $p$ or $d$ function can therefore mix into $t_1$, and as far as these functions are concerned the shell belongs to the ligands. Ti $f$ functions do contain a $T_1$ set and can mix in; in the basis used below they serve as polarization functions, not as an occupied shell of the atom. The ligand $E$ set combines with the Ti $d$ set of type $E$; the empty antibonding combination is the $e$ shell. Hence the name ligand-to-metal excitation.

## Lemma 2: the orbital part is T1 + T2

The closed shell is invariant and the orbitals are real, so removing an electron from $t_1$ leaves a hole that transforms as $T_1$. Multiplying the characters of $T_1$ and $E$ gives $(6,0,-2,0,0)$, the sum of the $T_1$ and $T_2$ rows.

The states can be written explicitly. Let
$$\theta_x=2x^2-y^2-z^2,\qquad \varepsilon_x=\sqrt3(y^2-z^2),$$
with $\theta_y,\varepsilon_y$ obtained by cyclic replacement and $\theta_z=\theta$, $\varepsilon_z=\varepsilon$. Comparing coefficients of $x^2,y^2,z^2$ gives
$$\theta_x=-\tfrac12\theta+\tfrac{\sqrt3}{2}\varepsilon,\qquad \varepsilon_x=-\tfrac{\sqrt3}{2}\theta-\tfrac12\varepsilon,$$
so each pair $(\theta_k,\varepsilon_k)$ is an orthogonal rotation of $(\theta,\varepsilon)$. The same symbols now denote the normalized $e$ orbitals with these transformation properties. Define
$$|T_1,k\rangle=t_{1k}\,\theta_k,\qquad |T_2,k\rangle=t_{1k}\,\varepsilon_k,$$
where the first factor is the orbital left and the second the orbital entered. Under $R$,
$$t_{1k}\to\det(R)\,s_k\,t_{1\pi(k)},\qquad \theta_k\to\theta_{\pi(k)},\qquad \varepsilon_k\to\mathrm{sgn}(\pi)\,\varepsilon_{\pi(k)}.$$
The last sign arises because exchanging two axes reverses a difference of squares. Therefore
$$t_{1k}\theta_k\to\det(R)\,s_k\,t_{1\pi(k)}\theta_{\pi(k)},\qquad t_{1k}\varepsilon_k\to s_k\,t_{1\pi(k)}\varepsilon_{\pi(k)},$$
where $\det(R)\,\mathrm{sgn}(\pi)=1$ was used in the second. These are the rules for $T_1$ and $T_2$. The six states are orthonormal and fill the space.

## Lemma 3: the spin part

For each orbital pair $i\to a$ there are four operators $a^\dagger_{a\tau}a_{i\sigma}$. The combination
$$|S_{ia}\rangle=\tfrac{1}{\sqrt2}\left(a^\dagger_{a\uparrow}a_{i\uparrow}+a^\dagger_{a\downarrow}a_{i\downarrow}\right)|0\rangle$$
is unchanged by spin rotations and is the singlet. The combination with a minus sign and the two spin-flip operators form the triplet. Six orbital states times four gives 24: three each for $^1T_1$ and $^1T_2$, nine each for $^3T_1$ and $^3T_2$. This proves the first part of the theorem.

## Proof of the selection rule

The electronic dipole is $-\sum\mathbf r$. Its sign does not affect intensities, so consider $\hat r_k=\sum_{pq\sigma}\langle p|r_k|q\rangle a^\dagger_{p\sigma}a_{q\sigma}$. The nuclear part is a constant at fixed nuclei and vanishes between orthogonal states. For the singlet, two equal spin terms add:
$$\langle S_{ia}|\hat r_k|0\rangle=\frac{1}{\sqrt2}(1+1)\langle a|r_k|i\rangle=\sqrt2\,\langle a|r_k|i\rangle.$$
For the triplet with the minus sign they cancel, and the spin-flip states give zero because $\hat r_k$ does not change spin. Both triplets are dark.

Now take $|T_1,z\rangle$. The twofold rotation about $z$ leaves this state and $|0\rangle$ unchanged and reverses $x$ and $y$, so only $\hat z$ could connect them. The mirror that exchanges $x$ and $y$ has determinant $-1$. It reverses $|T_1,z\rangle$ and leaves $\hat z$ and $|0\rangle$ unchanged. Hence
$$\langle T_1,z|\hat z|0\rangle=-\langle T_1,z|\hat z|0\rangle=0.$$
The threefold rotations carry this result to the other partners. For $|T_2,z\rangle$ the same mirror gives a plus sign and no such condition follows. $\square$

**Remark on correlation.** The proof uses only how the states transform. It holds for any $T_1$ state of the stated Hamiltonian, however many configurations it contains. "Dark" refers to the electric dipole; a magnetic dipole transforms as $T_1$ and is not excluded by this argument.

**Corollary: strength within one configuration.** With $d=\langle t_{1z}|z|\varepsilon\rangle$, each $T_2$ partner has a moment of magnitude $\sqrt2|d|$ along its own axis. At excitation energy $\omega$, the oscillator strength summed over the three partners is
$$f=3\cdot\tfrac23\,\omega\,(\sqrt2\,d)^2=4\omega d^2 .$$

## Proposition: energies within the configuration

Let $\Delta$ be the orbital gap. For an excitation $i\to a$, let $J=(ii|aa)$ be the repulsion between the two orbital densities and $K=(ia|ia)$ the self-repulsion of the product $ia$. In Hartree-Fock theory the Slater-Condon rules give $\Delta-J+K$ for a spin-conserving excitation and a coupling $K$ between its spin-up and spin-down versions. The sum and difference combinations have energies
$$\Delta-J+K\pm K .$$
In a hybrid density functional, within the Tamm-Dancoff approximation, $J$ is multiplied by the exact-exchange fraction $c$ and a kernel term is added:
$$E_{\rm singlet}=\Delta-cJ+2K+F_s,\qquad E_{\rm triplet}=\Delta-cJ+F_t .$$
If $F^{\sigma\tau}$ is the second derivative of the density-functional part of the exchange-correlation energy (exact exchange excluded) with respect to the two spin densities, taken between the products $ia$, the same combinations give $F_s=F^{\uparrow\uparrow}+F^{\uparrow\downarrow}$ and $F_t=F^{\uparrow\uparrow}-F^{\uparrow\downarrow}$.

Each symmetry occurs once per spin, so these diagonal elements are the energies within the configuration. It suffices to use $t_{1z}\to\theta$ for $T_1$ and $t_{1z}\to\varepsilon$ for $T_2$.

## TiCl4 vapour

The level of theory is PBE0 with the def2-SVP basis and density fitting, at a rough Ti-Cl length of 2.17 Å. The gap is 5.675 eV and $c=0.25$. For the singlets,
$$E(^1T_1)=5.675-1.569+0.083-0.031=4.16\ \text{eV},$$
$$E(^1T_2)=5.675-1.596+0.987-0.090=4.98\ \text{eV}.$$
The triplets lie at 4.08 eV ($T_1$) and 4.01 eV ($T_2$). These energies belong to this one basis and geometry. They are not converged in the basis. A triple-zeta basis (def2-TZVP without Cl $f$ functions) raises the gap, $^1T_1$ and both triplets by 0.11 to 0.12 eV and $^1T_2$ by 0.06 eV. The order of the two triplets, 0.07 eV apart, stays the same. The singlet splitting of 0.82 eV comes from $2K$, which contributes $+0.90$ eV; attraction and kernel together take back 0.09 eV.

With $|d|=1.041$ and $\omega=4.976/27.211=0.1829$, the corollary gives
$$f=4(0.1829)(1.041)^2=0.79 .$$

**Other configurations.** Symmetry lets $^1T_2$ mix with other $T_2$ excitations. With all excitations from the twelve highest occupied to the 22 lowest empty orbitals, $^1T_1$ stays at 4.15 eV (299 nm), dark. $^1T_2$ falls to 4.40 eV (282 nm), and its strength falls to 0.038, although 84% of the state is still $t_1\to e$.

The cause is interference. At the new energy the $t_1\to e$ part alone would give
$$4(0.1617)(1.041)^2(0.843)=0.59 .$$
The ratio of total to partial amplitude has magnitude $\sqrt{0.0384/0.59}=0.26$. The remaining configurations must therefore contribute either $-0.74$ or $-1.26$ times the $t_1\to e$ amplitude. The eigenvector shows the first case. The largest parts come from the occupied $t_2$ shell just below $t_1$ going into $e$, and from $t_1$ going into the empty $t_2$ shell. A 10% change in their contribution would multiply $f$ by about 0.5 or 1.7. The selection rule is secure, but the calculated strength is sensitive. The value is not converged. With the 20 highest occupied and all empty orbitals of this basis it becomes 0.046. In the triple-zeta basis (12 occupied, 62 empty orbitals) it becomes 0.055, with the state about 0.10 eV higher, which would raise the absorbance found below from 1.1 to about 1.6. The value 0.038 and the absorbance derived from it therefore illustrate this model and are not predictions for the vapour.

## Where the rule ends

**Bending.** Consider the $e$ vibration in which Ti rests and each Cl moves along $(-x,-y,2z)$ evaluated at its corner. The distorted molecule keeps the twofold rotation about $z$ and the mirror exchanging $x$ and $y$. These were the two operations used for $|T_1,z\rangle$, which therefore stays dark. The corresponding mirrors for the $x$ and $y$ partners are lost, and these partners can borrow strength from $T_2$.

Let $q^2$ be the sum of the squared Cl displacements. At $q=0.30$ bohr the energy rises by 23.9 meV. Setting this equal to $\tfrac12m\omega_v^2q^2$, with $m$ the Cl mass, gives 121 cm$^{-1}$. The thermal mean square for the two partners of the vibration is
$$\langle Q^2\rangle=2\cdot\frac{1}{2m\omega_v}\coth\frac{\omega_v}{2k_BT},$$
whose root at 298 K is 0.315 bohr, so the test displacement is typical. Within the $t_1\to e$ configuration, two of the formerly dark singlets acquire $f=8.7\times10^{-5}$ each and the third stays dark. Together they hold 0.02% of that configuration's strength. The $t_2$ vibrations, and borrowing from other configurations, are not included, so this share is not an estimate of the total borrowed strength.

**Spin-orbit coupling.** A spin triplet transforms like a rotation, as $T_1$. Reducing the products gives
$$T_1\otimes T_1=A_1+E+T_1+T_2,\qquad T_2\otimes T_1=A_2+E+T_1+T_2 .$$
Each triplet term thus supplies one $T_2$ level. With $^1T_2$ there are three, and diagonalizing the 24-state problem gives nine states with strength, against three without the coupling. The singlet $T_1$ remains of total symmetry $T_1$, and hence dark.

The coupling acts on the hole alone, because $E\otimes E=A_1+A_2+E$ contains no $T_1$. Write its orbital part as $\zeta\mathbf L$, where $L_k$ has elements $\pm i$ between the two $t_1$ partners other than $k$. Acting on $|{}^1T_2,z\rangle$, each spin component produces a triplet of squared norm $\tfrac14$, and $(L_x^2+L_y^2)_{zz}=2$. The summed squared coupling to the triplets is $\zeta^2/2$. It reaches $t_{1x}\varepsilon$ and $t_{1y}\varepsilon$. Inverting the relations of Lemma 2,
$$\varepsilon=\tfrac{\sqrt3}{2}\theta_x-\tfrac12\varepsilon_x,$$
and similarly for $y$ up to sign, so three quarters goes to $^3T_1$ and one quarter to $^3T_2$. To leading order the share of strength passed to triplets is
$$\frac{\zeta^2}{2E_S}\left[\frac34\frac{E(^3T_1)}{(E_S-E(^3T_1))^2}+\frac14\frac{E(^3T_2)}{(E_S-E(^3T_2))^2}\right],\qquad E_S=E(^1T_2).$$
With $\zeta=43$ meV, computed in this basis from unscreened nuclear charges (screening by the electrons would lower it), this is 0.09%; the diagonalization gives 0.095%. Lowering $E_S$ to the mixed value of 4.40 eV, with $\zeta$ and the triplets held fixed, raises the estimate to 0.8%. Mixing also lowers the triplets, by about 0.03 eV ($T_1$) and 0.06 eV ($T_2$), and with those energies the diagonalization gives about 0.7%. This is not a bound, since triplets may also borrow from other bright configurations.

## From strength to absorbance

For a field of amplitude $\mathcal E$ along $z$, the golden rule gives the rate $2\pi(\mathcal E/2)^2|z_{n0}|^2\delta(E-\omega)$, and the intensity is $\mathcal E^2/(8\pi\alpha)$, with $\alpha$ the fine-structure constant. Absorbed power divided by intensity is $4\pi^2\alpha\,\omega|z_{n0}|^2\delta(E-\omega)$. Averaging over orientations replaces $\omega|z_{n0}|^2$ by $f/2$, so
$$\int\sigma\,dE=2\pi^2\alpha f,$$
or $1.098\times10^{-16}f$ cm$^2$ eV. For a Gaussian band of assumed full width 0.5 eV at half height,
$$\sigma_{\max}=1.098\times10^{-16}(0.0384)\,\frac{2\sqrt{\ln2/\pi}}{0.5}=7.9\times10^{-18}\ \text{cm}^2 .$$
At 1 Torr and 298 K the density is $3.24\times10^{16}$ cm$^{-3}$. Over 10 cm the decadic absorbance is
$$\frac{(7.9\times10^{-18})(3.24\times10^{16})(10)}{\ln10}=1.1 .$$
The single-configuration strength would have given 23 at the same width.

The pressure and path are of a realistic size for a precursor line, and the measured first band of the vapour lies at roughly 280 nm. The closeness of 282 nm does not establish the accuracy of the method, since errors of functional, basis and geometry may cancel; the triple-zeta basis alone moves the state to about 276 nm. A real line is often heated: at 400 K and the same pressure, with strength and width held fixed, the density and absorbance fall by a quarter, to 0.83. Neighbouring bands, left out here, would add to the signal; the model has further bright $T_2$ states near 5.0 eV ($f\approx0.01$) and 5.4 eV ($f\approx0.1$). A monitor should therefore be calibrated on the vapour itself; the numerical output below gives the model's values.

## Calculated quantities

```
t1 x e reduces to: {'T1': 1, 'T2': 1}
Cl 3p functions reduce to: {'A1': 1, 'E': 1, 'T1': 1, 'T2': 2}
Ti-Cl length (rough input): 2.17 angstrom
basis functions: 103, occupied orbitals: 45
t1 orbital energy: -9.547 eV
e orbital energy: -3.872 eV
orbital gap: 5.675 eV
exact-exchange fraction c: 0.25
T1: c*J = 1.5686 eV, 2K = 0.0829 eV
T1: kernel singlet -0.0311 eV, triplet -0.0285 eV
singlet T1: 4.159 eV = 298.1 nm
triplet T1: 4.078 eV = 304.0 nm
T2: c*J = 1.5958 eV, 2K = 0.9867 eV
T2: kernel singlet -0.0902 eV, triplet -0.0736 eV
singlet T2: 4.976 eV = 249.2 nm
triplet T2: 4.006 eV = 309.5 nm
|d| = |<t1z|z|eps>|: 1.0409 a.u.
one configuration, singlet T2 total f: 0.79254
one configuration, singlet T1 total f: 1.6e-23
larger space: 12 occupied x 22 virtual orbitals
larger space singlet T1: 4.149 eV = 298.8 nm
  total f 1.09e-23, t1->e weight 0.994
larger space singlet T2: 4.399 eV = 281.9 nm
  total f 3.84e-02, t1->e weight 0.843
e-bend test displacement: 0.30 bohr
e-bend energy rise: 23.94 meV
e-bend wavenumber: 121 cm^-1
rms e-bend displacement, both partners, 298 K: 0.315 bohr
bent molecule, singlet energies (eV): 4.103 4.103 4.194 4.944 4.944 4.964
bent molecule, f: 8.7e-05 8.7e-05 4.5e-23 2.5e-01 2.5e-01 2.9e-01
share of f in the three weakest states when bent: 0.02 %
t1 spin-orbit constant (bare nuclei): 43.10 meV
states with f > 0 of 24: 3 without, 9 with spin-orbit
share of f outside the three brightest, spin-orbit: 0.095 %
integrated cross-section per unit f: 1.0976e-16 cm2 eV
assumed band width (FWHM): 0.50 eV
peak cross-section of singlet T2 band: 7.92e-18 cm2
number density at 1 Torr, 298 K: 3.240e+16 cm^-3
decadic absorbance, 1 Torr, 10 cm: 1.114
```
